Why atomic masses usually serve vibrational levels better than nuclear masses

Take a Born–Oppenheimer potential curve, put bare nuclei on it, and solve for the vibrational levels. Even if the curve is perfect, the spacings are not exact. In the model treated below, where the full problem can be diagonalized, the first transition lies at 3581.1 cm⁻¹ and the bare-nucleus calculation puts it 0.84 cm⁻¹ too high (in this model each electron is bound to one nucleus). Adding the electrons' mass to the nuclei reduces the error to 0.002 cm⁻¹. Yet the electrons were supposed to have been dealt with already: their energy is the potential curve. Why should their mass appear again, and when should it not?

The answer is that the potential curve contains the energy of electrons around nuclei at rest. When the nuclei move, the electrons must move too, and this costs kinetic energy. That cost is a second-order effect of the coupling between electronic states.

**The inertia hidden in the coupling**

Let nuclei of mass M_a move along a line with coordinates X_a and momenta P_a = −iħ∂_a. The Hamiltonian is

H = Σ_a P_a²/(2M_a) + H_el(X).

The electronic states |n(X)⟩, with energies E_n(X), are taken real. The ground state |0⟩ is assumed nondegenerate and well separated from the others. Write the total state as Σ_n χ_n(X)|n(X)⟩. The product rule gives

∂_a²(χ_0|0⟩) = (∂_a²χ_0)|0⟩ + 2(∂_aχ_0)|∂_a0⟩ + χ_0|∂_a²0⟩.

Multiply by −ħ²/(2M_a) and project on the electronic states. On |0⟩ itself the middle term drops out, because normalization of a real state gives ⟨0|∂_a0⟩ = 0. Differentiating this once more gives ⟨0|∂_a²0⟩ = −⟨∂_a0|∂_a0⟩. What remains is the diagonal correction, a potential:

U(X) = Σ_a ħ²/(2M_a) ⟨∂_a0|∂_a0⟩.

On an excited state |n⟩ the middle term gives, with ∂_a = iP_a/ħ and d_na = ⟨n|∂_a0⟩, the coupling

C_n0 = −iħ Σ_a d_na P_a/M_a.

The last term also couples |0⟩ to |n⟩, but contains no nuclear momentum. In a vibration P is of order √(MħΩ), where Ω is the vibrational frequency; this grows as M^{1/4}, so the momentum-free coupling is smaller for heavy nuclei and is dropped at leading order.

Second-order perturbation theory gives −Σ_n C_n0†C_n0/(E_n−E_0), if vibrational energies are neglected beside the electronic gap. The factors −iħ and +iħ multiply to ħ², so

H₂ = −½ Σ_ab (P_a/M_a) ΔM_ab (P_b/M_b),

ΔM_ab = 2ħ² Σ_{n>0} d_na d_nb/(E_n−E_0).

Now compare with the kinetic energy of bodies whose mass matrix is M+ΔM. For small ΔM,

½P(M+ΔM)⁻¹P = ½PM⁻¹P − ½PM⁻¹ΔM M⁻¹P + …

The second term is H₂. The coupling therefore acts as added mass. The order of P and ΔM(X) matters only through potential terms of the higher order already neglected.

The sign deserves a check, since H₂ is negative while electrons in motion have positive kinetic energy. At fixed momentum a heavier body has less kinetic energy; at fixed velocity it has more. To see the second statement, let the nuclei move with given slow velocities w_a. The electronic state becomes |0⟩ + Σ_n c_n|n⟩. Remove the phase due to E_0 and neglect the slow change of c_n; the time-dependent Schrödinger equation then gives

iħ Σ_a w_a d_na = c_n(E_n−E_0).

The excess energy is

Σ_n |c_n|²(E_n−E_0) = ħ² Σ_n (Σ_a w_a d_na)²/(E_n−E_0) = ½ Σ_ab w_a ΔM_ab w_b.

This is the kinetic energy of the electrons being carried along.

**How much mass is there to share?**

Suppose all nuclei are displaced together. The electronic wave function moves rigidly, so Σ_a∂_a acts on it as −Σ_i∂/∂x_i = −(i/ħ)p, where p is the total electron momentum. Hence

Σ_ab ΔM_ab = 2 Σ_{n>0} |p_n0|²/(E_n−E_0).

Let x = Σ_i x_i, and let m be the electron mass. For potentials that don't depend on momentum, [H_el,x] = −iħp/m, which gives p_n0 = (im/ħ)(E_n−E_0)x_n0 and p_0n = −(im/ħ)(E_n−E_0)x_0n. Split the sum into two equal halves and use one relation in each:

Σ_ab ΔM_ab = (im/ħ) Σ_n (p_0n x_n0 − x_0n p_n0) = (im/ħ)⟨0|[p,x]|0⟩.

The n = 0 term could be included because p_00 = 0 for a real state. For N electrons [p,x] = −iħN, and therefore

Σ_ab ΔM_ab = Nm.

The total is fixed; its distribution is not. For well-separated neutral atoms with nondegenerate ground states, moving nucleus a excites atom a alone. The excitations from two different nuclei are orthogonal, so the cross terms vanish. The same sum rule applied to each atom gives ΔM_aa = N_a m, and each nucleus acquires its atomic mass.

**One electron on a spring**

The simplest electron that follows a nucleus has the potential ½mω²(x−X)². Its ground state is a Gaussian in x−X, for which

∂_Xψ_0 = (mω/ħ)(x−X)ψ_0 = √(mω/2ħ) ψ_1.

The last step uses (x−X)ψ_0 = √(ħ/2mω) ψ_1. Only the first excited state enters, at energy ħω:

ΔM = 2ħ² · (mω/2ħ)/(ħω) = m.

The spring constant has cancelled. A weak spring lets the electron be disturbed more easily, but it also gives a more extended state that changes less when the nucleus is displaced.

The diagonal correction does not do this job. Here ⟨∂_X0|∂_X0⟩ = mω/2ħ does not depend on X. In this model the correction raises all levels equally and leaves every spacing untouched. When U does vary with the bond length, it changes the force constant k of the bond potential V in two ways. Its curvature U″ adds to k directly. Its slope U′ shifts the equilibrium by −U′/k, and in an anharmonic bond this changes the curvature by −V‴U′/k. Both are of the same relative order m/M as the added mass and may have opposite signs, so the whole of U must be included as a separate correction.

**Two atoms, solved without the expansion**

Now take two such atoms with equal nuclear masses M and an interaction V(R), where R = X₁−X₂. Let s = x₁−x₂, and let S and σ be the midpoints of the nuclei and of the electrons. The spring energies combine as

½mω²[(x₁−X₁)²+(x₂−X₂)²] = ¼mω²(s−R)² + mω²(σ−S)².

The kinetic energies separate in the same way, and the relative part has P_R²/M + p_s²/m. Introduce y = s−R. A derivative with respect to R at fixed s becomes ∂_R−∂_y, so P_R becomes P−p:

H = (P−p)²/M + p²/m + ¼mω²y² + V(R).

The term −2Pp/M is the nonadiabatic coupling. It can be removed by using the separation of the atomic centres of mass,

R_c = (MR+ms)/(M+m) = R+εy, with ε = m/(M+m).

In the coordinates R_c and y, P keeps its form and p becomes p+εP. The coefficient of P² is then

(1−ε)²/M + ε²/m = (M+m)/(M+m)² = 1/(M+m),

and that of Pp is

−2(1−ε)/M + 2ε/m = −2/(M+m) + 2/(M+m) = 0.

Thus, with no approximation,

H = P²/(M+m) + p²(1/M+1/m) + ¼mω²y² + V(R_c−εy).

The kinetic energy contains the atomic mass. What is left of the coupling sits in the potential: the interaction acts at the nucleus, not at the atomic centre of mass.

The internal motion has reduced mass μ = ½mM/(M+m) and frequency ω′ = ω√(1+m/M). Its zero-point energy exceeds ½ħω by about ħωm/(4M), which is the diagonal correction of this relative problem. Now expand V to second order in εy. The quadratic term contributes in first order, the linear term in second order through the first excited internal state, for which ⟨1|y|0⟩² = ⟨y²⟩ = ħ/(2μω′). With vibrational energies again neglected in the denominator, the remainder is

δE_v = ε²⟨y²⟩ [½⟨V″⟩_v − ⟨V′²⟩_v/(ħω′)].

The averages are over the vibrational state v of the atomic-mass problem.

**Numbers for an anharmonic bond**

Use Rydberg units: ħ = 1, m = 1/2, energies in Ry, lengths in bohr, so the unit of mass is two electron masses. Choose the round values M = 1000, ω = 1 and the Morse potential

V = D(1−e^{−αq})², D = 0.3, α = 1,

where q is the displacement from equilibrium. The force constant is k = 2Dα² = 0.6, and the harmonic quantum with nuclear masses is √(2k/M) = 0.03464 Ry. It is small compared with the electronic quantum of 1 Ry, as the argument requires.

The Morse levels are

E_v = ħΩ(v+½) − (ħΩ)²(v+½)²/(4D).

Since Ω² is inversely proportional to the mass, using M instead of M+m raises the transition from 0 to v by approximately

(m/M)[½vħΩ − v(v+1)(ħΩ)²/(4D)].

For v = 1 this is 0.0005 × (0.01732 − 0.00200) = 7.66×10⁻⁶ Ry. Diagonalizing the full two-coordinate Hamiltonian gives a transition of 0.0326333 Ry, and the nuclear-mass value lies 7.67×10⁻⁶ Ry above it, which is 2.4×10⁻⁴ of the transition energy. The atomic-mass value is too high by 0.017×10⁻⁶ Ry. For the transition to v = 5 the two errors are 28.4×10⁻⁶ and 0.071×10⁻⁶ Ry. The nuclear-mass error grows more slowly than v because of the negative anharmonic term above.

One can also ask what mass must be added to each nucleus to reproduce the first transition. With a single electronic state retained, the answer is zero. With the first excited state included it is 1.00248 electron masses, and with eight states 1.00225. The missing inertia does come from the coupling to the excited state.

The small excess over one electron mass comes from δE_v. The calculated remainder is 140.4×10⁻⁹ Ry for v = 0 and 123.2×10⁻⁹ Ry for v = 1. It therefore narrows the transition by 17.2×10⁻⁹ Ry, and 17.2×10⁻⁹/7.66×10⁻⁶ = 0.0022, as found. The formula for δE_v gives 140.2 and 123.0 in the same units.

Why does the remainder fall with v? A bound state has ⟨V′⟩ = 0, which for the Morse potential means ⟨e^{−2αq}⟩ = ⟨e^{−αq}⟩. Inserting this in V and V″ yields

⟨V″⟩ = k(1−⟨V⟩/D).

Higher levels have a larger mean potential energy, hence a smaller mean curvature. Near the bottom of the well ⟨V′²⟩ ≈ kħΩ(v+½) also grows, and it enters with a minus sign. For the low levels both terms therefore act in the same direction. The harmonic estimate of ⟨V′²⟩ is good only for the lowest of them; higher in the well ⟨V′²⟩ passes a maximum and decreases.

**Electrons that belong to both nuclei**

So far every electron had one nucleus to follow. A bonding electron has two. Model it by a spring attached to the point c₁X₁+c₂X₂, with c₁+c₂ = 1 so that the electron follows a common translation. The derivative of its state with respect to X_a is c_a times the earlier one, and so

ΔM_ab = m c_a c_b.

The sum is m(c₁+c₂)² = m, as it must be. For a stretch, what counts is the following factor λ = c₁−c₂. An electron with λ = 1 follows nucleus 1; one with λ = 0 sits at the midpoint and has no reason to move when the nuclei separate symmetrically.

To keep the molecule symmetric, let such electrons come in mirror pairs, λ and −λ, one pair for each electron that an atom contributes. Join the nuclei by a spring k. In the stretch the nuclei have displacements u and −u, and the electrons of a pair have displacements z and −z. At frequency Ω the electron equation is

−mΩ²z = −mω²(z−λu), so z = λu/(1−Ω²/ω²).

The nucleus feels the bond and the reaction of the electron springs:

−MΩ²u = −2ku + Σ λmω²(z−λu).

By the electron equation, mω²(z−λu) = mΩ²z. Substitution gives

Ω²[M + Σ λ²m/(1−Ω²/ω²)] = 2k,

with one term per pair. The denominator shows the limit of the idea: as Ω approaches ω the electron responds resonantly, and a fixed added mass loses its meaning. For slow vibrations each pair adds λ²m to each nucleus, whereas the atomic mass adds m. The nuclear mass is then wrong by the sum of λ²m, the atomic mass by the sum of (1−λ²)m. For |λ| ≤ 1, atomic masses are better when

mean of λ² > ½.

With one pair at λ = 0.8 the normal modes give an added mass of 0.641 electron masses, closer to one than to zero. At λ = 0.6 it is 0.360, and the nuclear mass is better. Two following pairs and one midpoint pair add 2.002 where the atomic mass would add 3, so atomic masses win. One following pair and two midpoint pairs add 1.001, again against 3, and they lose. Within this model, if more than half of the pairs follow one nucleus (λ = 1), the mean of λ² exceeds ½ whatever the others do, and atomic masses are the better choice. How closely the electrons of a given molecule follow one nucleus is not fixed by the model and has to be computed from ΔM.

**When the binding is not harmonic**

A following factor fixed in advance cannot describe an electron whose sharing changes with the bond length. Let one electron move in two Gaussian wells of depth 2 Ry and shape e^{−x²}, with centres a distance R apart. If the wells move with velocities w and −w, write the electron's excess energy as ½ηmw². The stretch inertia η, in electron masses, follows from ΔM by the sum over states.

Both limits can be foreseen. For merged wells the potential is an even function of R, its derivative vanishes at R = 0, and so does η. For distant wells the ground-state density consists of two separate halves, one in each well, and each half moves at speed w with its well, so η = 1, or half an electron mass for each nucleus. The sum gives 0.001 at R = 0.1 and 1.000 at R = 14. The inertia for common translation stays at one electron mass throughout, within 10⁻⁵.

Between the limits η is 0.17 at R = 1 and 0.81 at R = 2, but then 1.21 at R = 3 and 1.22 at R = 4, before it falls back. The electron can thus add more than its own mass to the stretch. To see that this is allowed, write the disturbed state as ψ_0(1+iθ) with a small real θ(x). Its flow velocity is f = ħθ′/m, where the prime means d/dx. Since (H_el−E_0)ψ_0 = 0,

(H_el−E_0)(ψ_0θ) = −(ħ²/2m)(ψ_0²θ′)′/ψ_0.

Multiplying by ψ_0θ and integrating by parts gives the excess energy

(ħ²/2m)∫ψ_0²θ′² dx = ½m∫ψ_0²f² dx,

so η is the average of (f/w)². Nothing requires the electron density to flow more slowly than the wells.

The sum rule therefore fixes the inertia of translation, not that of a vibration. A single constant mass, nuclear or atomic, is a choice of one value for a quantity that in general depends on bond length. The derivation neglected vibrational energies beside the gaps to those states that the vibration couples to |0⟩. If such a gap becomes comparable with a vibrational quantum, as when Ω approaches ω in the spring model, even a mass that varies with R is no longer justified, and the coupled electronic states must be treated together. A small gap to an uncoupled state is not such a case: in the two wells the odd partner of the ground state becomes nearly degenerate with it at large R, but for equal nuclear masses the stretch preserves parity, so that state does not enter η. For unequal masses this protection is lost. The momentum-free coupling dropped at the start then connects the even and odd states with a strength proportional to 1/M₁−1/M₂, which stays finite at large R while the gap closes. Once it exceeds the gap, the electron settles on one nucleus, as in HD⁺, and the two states must be treated together. The numerical output lists the values for all levels and separations.

Numbers as computed

```
electron mass m = 0.5 (unit 2 m_e)
nuclear mass M = 1000.0, atomic M+m = 1000.5 (unit 2 m_e)
electron frequency omega = 1.0 Ry
Morse depth = 0.3 Ry, exponent = 1.0 1/bohr
force constant k = 0.600 Ry/bohr^2
harmonic quantum, nuclear mass = 0.034641 Ry
1 Ry = 109737.316 cm^-1
transition 0->v: exact (Ry); error nuclear, atomic (1e-6 Ry)
 v=1: 0.032633341; 7.6747, 0.0172
 v=2: 0.063267684; 14.3483, 0.0328
 v=3: 0.091903028; 20.0209, 0.0469
 v=4: 0.118539372; 24.6926, 0.0595
 v=5: 0.143176717; 28.3634, 0.0709
0->1 exact = 3581.095 cm^-1
0->1 error, nuclear mass = 0.8422 cm^-1
0->1 error, atomic mass = 0.00189 cm^-1
added mass per nucleus inferred from 0->1 (m_e):
 1 electronic state(s): -0.00000
 2 electronic state(s): 1.00248
 8 electronic state(s): 1.00225
diagonal correction m*omega/(4M) = 1.2500e-04 Ry
constant shift found in level 0 = 1.2512e-04 Ry
remainder beyond atomic mass: exact, formula (1e-9 Ry)
 v=0: 140.437, 140.231
 v=1: 123.213, 122.963
 v=2: 107.615, 107.336
 v=3: 93.544, 93.248
 v=4: 80.897, 80.593
 v=5: 69.572, 69.269
spring model: lambdas; added mass (m_e); better mass
 [1.0]; 1.00120; atomic
 [0.8]; 0.64077; atomic
 [0.6]; 0.36043; nuclear
 [0.0]; -0.00000; nuclear
 [1.0, 1.0, 0.0]; 2.00240; atomic
 [1.0, 0.0, 0.0]; 1.00120; nuclear
Gaussian wells: depth 2.0 Ry, form exp(-x^2), x in bohr
separation (bohr): total inertia, stretch inertia (m_e)
 0.1: 1.000000, 0.00144
 1.0: 1.000000, 0.17436
 2.0: 1.000000, 0.80685
 3.0: 1.000000, 1.20643
 4.0: 1.000000, 1.22131
 6.0: 1.000000, 1.10452
 14.0: 0.999997, 1.00031
```
